# Triggered Order and First-Order Transitions with Attractive Biquadratic Coupling: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Triggered order in a Landau model with attractive biquadratic coupling.
F = a x/2 + b x^2/4 + c x^3/6 + A y/2 + B y^2/4 + C y^3/6 - g x y/2,
x = P^2, y = Q^2 (P, Q: order parameters; a, A: bare stiffnesses; g > 0).
Result under test: g^2 < b B allows only continuous transitions, although P can
trigger Q; g^2 > b B with c, C > 0 allows first-order transitions.
Path used: a = tau, A = tau + delta. All quantities are dimensionless.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq, minimize, minimize_scalar


def energy(x, y, a, A, model):
    b, B, c, C, g = model
    return (a*x/2 + b*x**2/4 + c*x**3/6 + A*y/2 + B*y**2/4 + C*y**3/6
            - g*x*y/2)


# Gradient and Hessian with respect to P and Q, by symbolic differentiation
P, Q, sa, sA, sb, sB, sc, sC, sg = sp.symbols("P Q a A b B c C g", real=True)
F_sym = energy(P**2, Q**2, sa, sA, (sb, sB, sc, sC, sg))
arguments = (P, Q, sa, sA, sb, sB, sc, sC, sg)
gradient = sp.lambdify(arguments, [sp.diff(F_sym, P), sp.diff(F_sym, Q)])
hessian = sp.lambdify(arguments, sp.hessian(F_sym, (P, Q)).tolist())


def positive_roots(coefficients):
    roots = np.roots(coefficients)
    return [float(z.real) for z in roots
            if abs(z.imag) < 1e-9 and z.real > 1e-12]


def stationary(a, A, model):
    """All stationary points (x, y) with x, y >= 0."""
    b, B, c, C, g = model
    points = [(0.0, 0.0)]
    points += [(x, 0.0) for x in positive_roots([c, b, a])]
    points += [(0.0, y) for y in positive_roots([C, B, A])]
    y_of_x = np.poly1d([c, b, a]) / g
    condition = C*y_of_x*y_of_x + B*y_of_x + A - np.poly1d([g, 0.0])
    for x in positive_roots(condition.coeffs):
        y = float(y_of_x(x))
        if y > 1e-12:
            points.append((x, y))
    return points


def is_minimum(point, a, A, model):
    h = np.array(hessian(np.sqrt(point[0]), np.sqrt(point[1]), a, A, *model),
                 dtype=float)
    return np.linalg.eigvalsh(h)[0] > 1e-12


def minima(a, A, model):
    return [p for p in stationary(a, A, model) if is_minimum(p, a, A, model)]


def ground(a, A, model):
    return min(stationary(a, A, model), key=lambda p: energy(*p, a, A, model))


def direct_minimum(a, A, model):
    """Grid search in P and Q followed by simplex refinement."""
    axis = np.linspace(0, 1.5, 151)
    pp, qq = np.meshgrid(axis, axis, indexing="ij")
    values = energy(pp**2, qq**2, a, A, model)
    i, j = np.unravel_index(np.argmin(values), values.shape)
    found = minimize(lambda v: energy(v[0]**2, v[1]**2, a, A, model),
                     [axis[i], axis[j]], method="Nelder-Mead",
                     options={"xatol": 1e-9, "fatol": 1e-15, "maxiter": 2000})
    return found.x**2


def q_onset(delta, model, low=-3.0, high=0.3):
    """Bisection for the appearance of Q in the lowest state on cooling."""
    assert ground(low, low + delta, model)[1] > 0
    assert ground(high, high + delta, model)[1] == 0
    for _ in range(55):
        middle = (low + high) / 2
        if ground(middle, middle + delta, model)[1] > 0:
            low = middle
        else:
            high = middle
    return low, ground(high, high + delta, model), ground(low, low + delta, model)


def coupled_minimum(tau, delta, model):
    found = [p for p in minima(tau, tau + delta, model) if p[0] > 0 and p[1] > 0]
    return found[0] if found else None


def superheating_limit(delta, model, low, high=0.3):
    assert coupled_minimum(low, delta, model) is not None
    assert coupled_minimum(high, delta, model) is None
    for _ in range(50):
        middle = (low + high) / 2
        if coupled_minimum(middle, delta, model) is not None:
            low = middle
        else:
            high = middle
    return low


def barrier(tau, delta, model):
    saddles = [p for p in stationary(tau, tau + delta, model)
               if p[0] > 0 and p[1] > 0
               and not is_minimum(p, tau, tau + delta, model)]
    assert len(saddles) == 1
    return energy(*saddles[0], tau, tau + delta, model)


def coexistence(r, model):
    """Derived line where disordered and coupled phases have equal energy."""
    b, B, c, C, g = model
    x = 3*(2*g*r - b - B*r**2) / (4*(c + C*r**3))
    y = r*x
    return x, y, g*y - b*x - c*x**2, g*x - B*y - C*y**2


# --- Random coefficients: number of minima below and above g^2 = b B
rng = np.random.default_rng(4)
samples = 600
several_weak = several_strong = 0
for _ in range(samples):
    b, B, c, C = rng.uniform(0.5, 2.0, 4)
    a, A = rng.uniform(-1, 1, 2)
    weak = (b, B, c, C, rng.uniform(0.05, 0.99)*np.sqrt(b*B))
    strong = (b, B, c, C, rng.uniform(1.05, 2.0)*np.sqrt(b*B))
    for p in stationary(a, A, weak):
        slope = gradient(np.sqrt(p[0]), np.sqrt(p[1]), a, A, *weak)
        assert np.max(np.abs(slope)) < 1e-7
    count = len(minima(a, A, weak))
    assert count >= 1
    several_weak += count > 1
    several_strong += len(minima(a, A, strong)) > 1
    # quartic part alone: sign of its lowest value over all directions
    angle = np.linspace(0, np.pi/2, 2001)
    for m, sign in ((weak, 1), (strong, -1)):
        quartic = energy(np.cos(angle), np.sin(angle), 0, 0,
                         (m[0], m[1], 0, 0, m[4]))
        assert sign*quartic.min() > 0
    # strong coupling: positive stiffnesses below the ray bound
    u, v = 1/np.sqrt(b), 1/np.sqrt(B)
    k = 2*strong[4]*u*v - b*u**2 - B*v**2
    bound = 3*k**2 / (16*(c*u**3 + C*v**3))
    a_ray, A_ray = 0.45*bound/u, 0.45*bound/v
    best = ground(a_ray, A_ray, strong)
    assert is_minimum((0.0, 0.0), a_ray, A_ray, strong)
    assert best[0] > 0 and best[1] > 0
    assert energy(*best, a_ray, A_ray, strong) < 0
assert several_weak == 0 and several_strong > 0

# --- Quartic model, weak coupling
delta = 0.05
quartic_model = (1.0, 1.0, 0.0, 0.0, 0.6)
b, B, _, _, g_weak = quartic_model
tau_weak, before_weak, after_weak = q_onset(delta, quartic_model)
tau_weak_formula = -b*delta/(b + g_weak)
assert abs(tau_weak - tau_weak_formula) < 1e-6
assert after_weak[1] < 1e-4
tau_show = -0.1
A_show = tau_show + delta
det = b*B - g_weak**2
x_weak = -(B*tau_show + g_weak*A_show)/det
y_weak = -(b*A_show + g_weak*tau_show)/det
assert np.allclose(direct_minimum(tau_show, A_show, quartic_model),
                   [x_weak, y_weak], atol=1e-6)
# trigger condition with unequal coefficients and positive A
unequal = (1.3, 0.9, 0.0, 0.0, 0.7)
A_trigger = 0.7*0.3/1.3
assert direct_minimum(-0.3, 0.95*A_trigger, unequal)[1] > 1e-3
assert direct_minimum(-0.3, 1.05*A_trigger, unequal)[1] < 1e-6

# --- Strong coupling: direct first-order transition
model = (1.0, 1.0, 1.0, 1.0, 1.5)
b, B, c, C, g = model
r_direct = brentq(lambda r: coexistence(r, model)[3]
                  - coexistence(r, model)[2] - delta, 0.7, 1.0)
x_c, y_c, tau_c, A_c = coexistence(r_direct, model)
tau_num, before, after = q_onset(delta, model)
assert abs(tau_num - tau_c) < 1e-8 and before == (0.0, 0.0)
assert np.allclose(after, [x_c, y_c], atol=1e-6)
assert np.allclose(direct_minimum(tau_c - 0.002, A_c - 0.002, model),
                   ground(tau_c - 0.002, A_c - 0.002, model), atol=1e-6)
step = 1e-4
e_plus, e_minus = [energy(*coupled_minimum(t, delta, model), t, t + delta, model)
                   for t in (tau_c + step, tau_c - step)]
entropy_jump = -(x_c + y_c)/2
assert abs(-(e_plus - e_minus)/(2*step) - entropy_jump) < 1e-4
tau_super = superheating_limit(delta, model, tau_c)
barrier_c = barrier(tau_c, delta, model)
# coexistence line with unequal coefficients
other = (1.0, 2.0, 1.0, 1.5, 2.0)
xo, yo, ao, Ao = coexistence(0.75, other)
assert ao > 0 and Ao > 0
other_minima = minima(ao, Ao, other)
assert len(other_minima) == 2 and np.allclose(other_minima[1], [xo, yo], atol=1e-7)
assert abs(energy(*other_minima[1], ao, Ao, other)) < 1e-10

# --- Symmetric case, delta = 0
a_sym = 3*(g - b)**2/(16*c)
x_sym = 3*(g - b)/(4*c)
super_sym = (g - b)**2/(4*c)
barrier_sym = (g - b)**3/(48*c**2)
tau_sym, _, after_sym = q_onset(0.0, model)
assert abs(tau_sym - a_sym) < 1e-8
assert np.allclose(after_sym, [x_sym, x_sym], atol=1e-6)
assert abs(superheating_limit(0.0, model, a_sym) - super_sym) < 1e-7
assert abs(barrier(a_sym, 0.0, model) - barrier_sym) < 1e-9

# --- Effective quartic coefficient of Q inside the P phase
def effective_quartic(a):
    return B - g**2/np.sqrt(b**2 - 4*a*c)


def relaxed_energy(y, a):
    result = minimize_scalar(lambda x: energy(x, y, a, 0.0, model),
                             bounds=(0, 3), method="bounded",
                             options={"xatol": 1e-10})
    return result.fun


h = 1e-3
for a_test in (-0.5, -1.5):
    curvature = (relaxed_energy(h, a_test) - 2*relaxed_energy(0.0, a_test)
                 + relaxed_energy(-h, a_test))/h**2
    assert abs(2*curvature - effective_quartic(a_test)) < 1e-4

# --- Borders between the three regimes
a_t = (b**2 - g**4/B**2)/(4*c)
x_t = (-b + np.sqrt(b**2 - 4*a_t*c))/(2*c)
A_t = g*x_t
delta_t = A_t - a_t
r_1 = brentq(lambda r: coexistence(r, model)[2], 0.7, 1.0)
delta_1 = coexistence(r_1, model)[3]
assert q_onset(delta_1 - 0.005, model)[1][0] == 0
assert q_onset(delta_1 + 0.005, model)[1][0] > 0
assert q_onset(delta_t - 0.15, model)[2][1] > 1e-3
assert q_onset(delta_t + 0.15, model)[2][1] < 1e-4

delta_mid, delta_far = 0.5, 2.5
tau_mid, before_mid, after_mid = q_onset(delta_mid, model)
tau_far, before_far, after_far = q_onset(delta_far, model)
assert before_mid[0] > 0 and after_mid[1] > 1e-3 and after_far[1] < 1e-4
tau_far_formula = brentq(
    lambda t: t + delta_far - g*(-b + np.sqrt(b**2 - 4*t*c))/(2*c), -3, 0)
assert abs(tau_far - tau_far_formula) < 1e-6

print("All values dimensionless; x = P^2, y = Q^2")
print(f"Random coefficient sets per coupling class: {samples}")
print(f"Sets with several minima, g^2 < bB: {several_weak}")
print(f"Sets with several minima, g^2 > bB: {several_strong}")
print(f"WEAK COUPLING: b = {b}, B = {B}, c = C = 0, g = {g_weak}")
print(f"delta = {delta}")
print(f"Q onset tau, formula: {tau_weak_formula:.5f}")
print(f"Q onset tau, numerical: {tau_weak:.5f}")
print(f"bare stiffness A at Q onset: {tau_weak_formula + delta:.5f}")
print(f"x in P phase at Q onset: {-tau_weak_formula/b:.5f}")
print(f"at tau = {tau_show}: x = {x_weak:.5f}, y = {y_weak:.5f}")
print(f"at tau = {tau_show}: x without coupling = {-tau_show/b:.5f}")
print(f"at tau = {tau_show}: y without coupling = {-A_show/B:.5f}")
print(f"STRONG COUPLING: b = {b}, B = {B}, c = {c}, C = {C}, g = {g}")
print(f"DIRECT TRANSITION, delta = {delta}")
print(f"ratio r = y/x at transition: {r_direct:.5f}")
print(f"transition tau, formula: {tau_c:.6f}")
print(f"transition tau, numerical: {tau_num:.6f}")
print(f"bare stiffness A at transition: {A_c:.6f}")
print(f"jump of x: {x_c:.5f}, jump of y: {y_c:.5f}")
print(f"jump of |P|: {np.sqrt(x_c):.4f}, of |Q|: {np.sqrt(y_c):.4f}")
print(f"entropy change on ordering: {entropy_jump:.5f}")
print(f"energy barrier at transition: {barrier_c:.6f}")
print(f"upper tau limit of coupled phase: {tau_super:.6f}")
print(f"lower tau limit of disordered phase: {0.0:.1f}")
print("SYMMETRIC CASE, delta = 0")
print(f"transition a: {a_sym:.6f}, jump x = y: {x_sym:.5f}")
print(f"superheating limit a: {super_sym:.6f}")
print(f"barrier: {barrier_sym:.6f}")
print("REGIME BORDERS")
print(f"delta_1 = {delta_1:.5f} at r = {r_1:.5f}")
print(f"tricritical a_t = {a_t:.5f}, A_t = {A_t:.5f}, x0 = {x_t:.5f}")
print(f"delta_t = {delta_t:.5f}")
print(f"INTERMEDIATE REGIME, delta = {delta_mid}")
print(f"Q transition tau: {tau_mid:.5f}")
print(f"B_eff at this tau: {effective_quartic(tau_mid):.5f}")
print(f"x before: {before_mid[0]:.5f}, x after: {after_mid[0]:.5f}")
print(f"y before: {before_mid[1]:.5f}, y after: {after_mid[1]:.5f}")
print(f"CONTINUOUS REGIME, delta = {delta_far}")
print(f"Q onset tau: {tau_far_formula:.5f}")
print(f"B_eff at this tau: {effective_quartic(tau_far_formula):.5f}")
print(f"x at Q onset: {before_far[0]:.5f}")
print("tests ok")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 129, in <module>
    for p in stationary(a, A, weak):
             ^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 40, in stationary
    condition = C*y_of_x*y_of_x + B*y_of_x + A - np.poly1d([g, 0.0])
                ~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~^~~~~~~~~~~~~~~~~~~~~
ValueError: operands could not be broadcast together with shapes (3,) (2,)
```

Diagnosis: The coefficients drawn at random are numpy scalars, and a numpy scalar multiplied from the left onto a poly1d object returns a plain array, so the program then tried to add and subtract coefficient arrays of different lengths. The stationary-point polynomial is now built with numpy's polynomial functions on coefficient arrays, which align the powers correctly. In addition, the lower limit of the disordered phase, which had been printed as a typed-in zero, is now found by bisection and tested. The physics, all earlier tests and all tolerances are unchanged.

Repair:

```diff
@@ -37,8 +37,10 @@
     points += [(x, 0.0) for x in positive_roots([c, b, a])]
     points += [(0.0, y) for y in positive_roots([C, B, A])]
-    y_of_x = np.poly1d([c, b, a]) / g
-    condition = C*y_of_x*y_of_x + B*y_of_x + A - np.poly1d([g, 0.0])
-    for x in positive_roots(condition.coeffs):
-        y = float(y_of_x(x))
+    # coupled states: y as a polynomial in x, inserted in the condition for Q
+    y_poly = np.array([c, b, a], dtype=float) / g
+    condition = np.polyadd(C*np.polymul(y_poly, y_poly), B*y_poly)
+    condition = np.polyadd(condition, [-g, A])
+    for x in positive_roots(condition):
+        y = float(np.polyval(y_poly, x))
         if y > 1e-12:
             points.append((x, y))
@@ -100,4 +102,17 @@
             high = middle
     return low
+
+
+def supercooling_limit(delta, model, high, low=-0.02):
+    """Lowest tau at which the disordered state is still a minimum."""
+    assert is_minimum((0.0, 0.0), high, high + delta, model)
+    assert not is_minimum((0.0, 0.0), low, low + delta, model)
+    for _ in range(50):
+        middle = (low + high) / 2
+        if is_minimum((0.0, 0.0), middle, middle + delta, model):
+            high = middle
+        else:
+            low = middle
+    return high
 
 
@@ -189,4 +204,6 @@
 assert abs(-(e_plus - e_minus)/(2*step) - entropy_jump) < 1e-4
 tau_super = superheating_limit(delta, model, tau_c)
+tau_cool = supercooling_limit(delta, model, tau_c)
+assert abs(tau_cool) < 1e-9
 barrier_c = barrier(tau_c, delta, model)
 # coexistence line with unequal coefficients
@@ -271,5 +288,5 @@
 print(f"energy barrier at transition: {barrier_c:.6f}")
 print(f"upper tau limit of coupled phase: {tau_super:.6f}")
-print(f"lower tau limit of disordered phase: {0.0:.1f}")
+print(f"lower tau limit of disordered phase: {tau_cool:.6f}")
 print("SYMMETRIC CASE, delta = 0")
 print(f"transition a: {a_sym:.6f}, jump x = y: {x_sym:.5f}")
```

The mended program passes:

```
All values dimensionless; x = P^2, y = Q^2
Random coefficient sets per coupling class: 600
Sets with several minima, g^2 < bB: 0
Sets with several minima, g^2 > bB: 27
WEAK COUPLING: b = 1.0, B = 1.0, c = C = 0, g = 0.6
delta = 0.05
Q onset tau, formula: -0.03125
Q onset tau, numerical: -0.03125
bare stiffness A at Q onset: 0.01875
x in P phase at Q onset: 0.03125
at tau = -0.1: x = 0.20312, y = 0.17188
at tau = -0.1: x without coupling = 0.10000
at tau = -0.1: y without coupling = 0.05000
STRONG COUPLING: b = 1.0, B = 1.0, c = 1.0, C = 1.0, g = 1.5
DIRECT TRANSITION, delta = 0.05
ratio r = y/x at transition: 0.95963
transition tau, formula: 0.022132
transition tau, numerical: 0.022132
bare stiffness A at transition: 0.072132
jump of x: 0.38143, jump of y: 0.36603
jump of |P|: 0.6176, of |Q|: 0.6050
entropy change on ordering: -0.37373
energy barrier at transition: 0.002523
upper tau limit of coupled phase: 0.037431
lower tau limit of disordered phase: 0.000000
SYMMETRIC CASE, delta = 0
transition a: 0.046875, jump x = y: 0.37500
superheating limit a: 0.062500
barrier: 0.002604
REGIME BORDERS
delta_1 = 0.09564 at r = 0.92334
tricritical a_t = -1.01562, A_t = 0.93750, x0 = 0.62500
delta_t = 1.95312
INTERMEDIATE REGIME, delta = 0.5
Q transition tau: -0.20130
B_eff at this tau: -0.67464
x before: 0.17179, x after: 0.41590
y before: 0.00000, y after: 0.25839
CONTINUOUS REGIME, delta = 2.5
Q onset tau: -1.35165
B_eff at this tau: 0.11107
x at Q onset: 0.76556
tests ok
```
